\section*{Why ultrasoft augmented densities fail at their own nucleus}

\section{One density, two field gradients}

An electron in a compressed $3p_z$ state has part of its charge inside a sphere of radius $2.2$ bohr around its nucleus. At a point on the $z$ axis $5$ bohr away, the field gradient of this sphere charge is $-0.003656$ atomic units. The augmented density of an ultrasoft calculation gives $-0.003655$; with one more digit the two values are $-0.0036555$ and $-0.0036554$. At the electron's own nucleus the true gradient is $-0.786$, and an augmented density of the same kind gives $-0.056$, too small by a factor of $14$.

It is tempting to reason that augmentation restores the true charge, so the augmented density may be read off at the nucleus to obtain contact hyperfine fields and field gradients. The numbers contradict this. Once its functions have been smoothed, augmentation restores the density itself only beyond an inner radius. Below that radius it preserves a set of multipole moments. Together with the density farther out, these fix the field outside the sphere, but they leave the density near the nucleus undetermined.

\section{The model and the two quantities}

Hartree atomic units are used. One nonrelativistic electron moves in
\begin{equation}
V(r)=-\frac{1+10\,e^{-2r}}{r},
\end{equation}
which tends to $-11/r$ at the nucleus, so $Z=11$, and to $-1/r$ far away. The parameters are round numbers and represent no particular atom. The states $3s$ and $3p$ play the part of valence states. To imitate a changed environment, $0.02\,(r-r_c)^2$ is added to $V$ outside $r_c=2.2$ bohr. ``All-electron'' means the direct solution in this potential, with all its nodes.

Write the radial wave function as $u(r)/r$, with $\int u^2\,dr=1$. For an $s$ state the density at the nucleus is
\begin{equation}
n(0)=\frac{1}{4\pi}\lim_{r\to0}\frac{u^2}{r^2}=\frac{u'(0)^2}{4\pi}.
\label{contact}
\end{equation}
The Fermi contact field is proportional to the spin density there. For a single unpaired $s$ electron outside a frozen, unpolarized core, this is $n(0)$.

For a $p_z$ state, $|Y_{10}|^2=3\cos^2\theta/4\pi=(1+2P_2)/4\pi$, where $P_2=(3\cos^2\theta-1)/2$. We write
\begin{equation}
n(\mathbf r)=\frac{1}{4\pi r^2}\left[N_0(r)+2P_2(\cos\theta)\,N_2(r)\right].
\label{density}
\end{equation}
The all-electron state has $N_0=N_2=u^2$. The two functions are kept apart because smoothing will make them different.

The electron has charge $-1$. The second $z$ derivative of $1/|\mathbf r-\mathbf s|$ with respect to $\mathbf s$, taken at $\mathbf s=0$, is $(3\cos^2\theta-1)/r^3=2P_2/r^3$. Each diagonal second derivative also contains $-\tfrac{4\pi}{3}\delta(\mathbf r)$, which adds the same $4\pi n(0)/3$ to $V_{xx}$, $V_{yy}$ and $V_{zz}$. This term vanishes for the all-electron $p$ state but in general not for the augmented density below, whose $N_0$ acquires an $r^2$ term. By the field gradient at the nucleus we mean the traceless part, from which this isotropic term drops out. The $N_0$ part integrates to zero over angles, and $\int P_2^2\,d\Omega=4\pi/5$. Hence
\begin{equation}
V_{zz}(0)=-\frac{1}{4\pi}\cdot2\cdot2\cdot\frac{4\pi}{5}\int\frac{N_2}{r^3}\,dr
=-\frac45\int\frac{N_2}{r^3}\,dr .
\label{efg}
\end{equation}
For the all-electron state the last integral is $\langle r^{-3}\rangle$.

\section{The ultrasoft problem}

For each $l$, take two all-electron partial waves $\phi_i$, regular solutions in $V$ at energies $\varepsilon_i$: the free-atom energy and a value $0.2$ hartree higher. Each has a smooth partner $\tilde\phi_i$ with radial function $r^{l+1}(c_0+c_1r^2+c_2r^4)$. The three coefficients match the value, slope and second derivative at $r_c$. A local potential $V_{\rm loc}$, finite at the nucleus, equals $V$ outside the sphere; inside we take $V_{\rm loc}=V(r_c)+2(1-r^2/r_c^2)$ hartree, which is continuous at $r_c$ with a jump in slope. With $T$ the kinetic energy and all overlaps taken inside the sphere, define
\begin{align}
\chi_i&=(\varepsilon_i-T-V_{\rm loc})\tilde\phi_i, &
B_{ij}&=\langle\tilde\phi_i|\chi_j\rangle,\\
\beta_i&=\sum_k(B^{-1})_{ki}\chi_k, &
q_{ij}&=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle .
\end{align}
Then $\langle\tilde\phi_j|\beta_i\rangle=\sum_k(B^{-1})_{ki}B_{jk}=\delta_{ij}$, and inverting the definition of $\beta_i$ gives $\chi_j=\sum_i B_{ij}\beta_i$. The smooth state obeys $H\tilde\psi=ES\tilde\psi$ with
\begin{equation}
\begin{aligned}
H&=T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|,\qquad
D_{ij}=B_{ij}+\varepsilon_jq_{ij},\\
S&=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| .
\end{aligned}
\end{equation}
Outside the sphere this is the original equation. Inside, the partner waves satisfy it at their own energies:
\begin{equation}
H\tilde\phi_j=(\varepsilon_j\tilde\phi_j-\chi_j)+\chi_j+\varepsilon_j\sum_i q_{ij}\beta_i
=\varepsilon_jS\tilde\phi_j .
\end{equation}

The matrix $D$ must be symmetric. Let $w_{ij}=\tilde u_i\tilde u_j'-\tilde u_j\tilde u_i'$ at $r_c$, which is the same for the all-electron waves because values and slopes match. Integrating the kinetic terms by parts gives
\begin{align}
B_{ij}-B_{ji}&=(\varepsilon_j-\varepsilon_i)\langle\tilde\phi_i|\tilde\phi_j\rangle+\tfrac12w_{ij},\\
0&=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle+\tfrac12w_{ij}.
\end{align}
The second line is the same identity for the $\phi_i$, whose residuals vanish. Subtraction gives $B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)q_{ij}$, so $D_{ij}=D_{ji}$.

The compressed energies are $-0.18181$ hartree for $3s$ and $-0.04223$ hartree for $3p$, from both the all-electron and the ultrasoft problem. An error at the nucleus therefore cannot be blamed on a poor energy.

\section{What is smoothed in the augmentation}

Let $c_i=\langle\beta_i|\tilde\psi\rangle$ and $\rho_{ij}=c_ic_j$ for our real state; for several states one sums over occupations. The difference between the true and the smooth charge is described by $Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$. Its sign is not fixed: in this model the nodeless smooth waves hold more charge in the sphere than the true ones, and $\sum_{ij}\rho_{ij}q_{ij}$ is $-0.058$ electrons for $3s$ and $-0.0014$ for $3p$. From here on $Q(r)$ denotes the radial function of $\sum_{ij}\rho_{ij}Q_{ij}$, including the factor $r^2$. It varies rapidly near the nucleus. To make it representable on a coarse grid, one replaces it below an inner radius $r_{\rm in}$, separately for each multipole $L$, by
\begin{equation}
\hat Q^L(r)=\sum_{m=0}^{2}a_m\left(\frac{r}{r_{\rm in}}\right)^{L+2+2m}.
\label{hat}
\end{equation}
The powers are those of a smooth density of angular momentum $L$, times $r^2$. Three conditions fix the $a_m$: the value and slope at $r_{\rm in}$, and
\begin{equation}
\int_0^{r_{\rm in}}r^L\hat Q^L\,dr=\int_0^{r_{\rm in}}r^LQ\,dr .
\label{moment}
\end{equation}
The augmented density has $N_L=\tilde u^2+\hat Q^L$. For $L=0$, equation (\ref{moment}) preserves the charge.

In this example $D_{ij}$ comes from the unsmoothed partial waves, so $r_{\rm in}$ does not affect the state. In a self-consistent calculation, $\hat Q$ also enters the Hartree and exchange-correlation terms, and there smoothing is an approximation.

\section{The counter-example}

The augmented values at the own nucleus, in bohr$^{-3}$, are:
\begin{center}
\begin{tabular}{lcc}
 & $3s$: $n(0)$ & $3p$: $\int N_2r^{-3}dr$\\
all-electron & 1.639 & 0.982\\
smooth wave alone & 0.008 & 0.081\\
augmented, $r_{\rm in}=1.6$ bohr & 0.001 & 0.064\\
augmented, $r_{\rm in}=1.2$ bohr & 0.013 & 0.070\\
augmented, $r_{\rm in}=0.8$ bohr & 0.041 & 0.178\\
augmented, $r_{\rm in}=0.05$ bohr & 1.148 & 0.982
\end{tabular}
\end{center}
At $r_{\rm in}=1.2$ bohr the contact density is $0.8\%$ of the true one. At $1.6$ bohr augmentation makes matters worse: its contribution at the nucleus is $0.00106-0.00833=-0.00727$ bohr$^{-3}$. Equation (\ref{hat}) explains how this can happen. The contribution is $a_0/(4\pi r_{\rm in}^2)$, a coefficient fixed by a total charge and a join far from the nucleus, and nothing requires it to be positive. The net $3s$ augmentation charge of this model is itself negative, so this sign need not carry over to potentials whose augmentation charge is positive.

By equation (\ref{efg}), the own-site gradients are $-0.8\times0.98231=-0.786$ for the all-electron state and $-0.8\times0.06972=-0.056$ for $r_{\rm in}=1.2$ bohr. In SI units they are $-7.64\times10^{21}$ and $-5.4\times10^{20}$ V/m$^2$.

The same densities succeed outside. Let $M_0=\int_0^{r_c}N_0\,dr$ and $M_2=\int_0^{r_c}r^2N_2\,dr$. At distance $R>r_c$ on the axis, $1/|\mathbf R-\mathbf r|=\sum_Lr^LP_L(\cos\theta)/R^{L+1}$. With (\ref{density}) and the angular integral used before, the potential is
\begin{equation}
\Phi(R)=-\frac{M_0}{R}-\frac{2M_2}{5R^3},
\end{equation}
and two derivatives along the axis give
\begin{equation}
V_{zz}(R)=-\frac{2M_0}{R^3}-\frac{24M_2}{5R^5}.
\end{equation}
The all-electron sphere has $M_2=0.54385$ bohr$^2$ and $\Phi(5)=-0.036992$ hartree per unit charge. The quadrupole part of $\Phi$ is $-0.4\times0.54385/125=-0.001740$, so $M_0=5\,(0.036992-0.001740)=0.1763$ electrons, the value also obtained by integrating $u^2$ over the sphere. Then
\begin{equation}
V_{zz}(5)=-\frac{2(0.1763)}{125}-\frac{4.8(0.54385)}{3125}
=-0.00282-0.00084=-0.00366 .
\end{equation}
This agrees with a direct Coulomb quadrature that makes no multipole expansion. For all four $r_{\rm in}$ the augmented density gives $M_2=0.54379$ bohr$^2$ and $V_{zz}(5)=-0.003655$. The smooth wave alone gives $-0.003708$, an error of $1.4\%$, which augmentation removes.

The two gradients weight the charge differently. The outside quadrupole field uses $r^2N_2$ and the own-site gradient uses $r^{-3}N_2$. The ratio of the weights is $r^{-5}$, which changes by $10^5$ between $r=2$ and $r=0.2$ bohr. A small inner charge can dominate the second integral while barely affecting the first.

\section{The general statement and its proof}

Call $\hat Q^L$ admissible if it equals $Q^L$ for $r\geq r_{\rm in}$, joins it with the same value and slope, behaves as a regular density at the origin, and satisfies (\ref{moment}).

\emph{Statement.} (a) All admissible choices give the same electrostatic potential outside the sphere. (b) For a kernel $f$ continuous on $0<r<r_{\rm in}$, for which the integrals exist, $\int\hat Q^Lf\,dr$ is the same for all admissible choices if and only if $f$ is proportional to $r^L$ there. (c) The density at the nucleus is not fixed by admissibility.

\emph{Proof of (a).} Let a density component be $N_{LM}(r)Y_{LM}/r^2$. By the expansion of $1/|\mathbf R-\mathbf r|$ for $R>r_c\geq r$, its potential is
\begin{equation}
\Phi_{LM}(\mathbf R)=-\frac{4\pi}{2L+1}\,\frac{Y_{LM}(\hat{\mathbf R})}{R^{L+1}}\int_0^{r_c}r^LN_{LM}(r)\,dr .
\end{equation}
The density enters through its $r^L$ moment alone, which is common to all admissible choices. Derivatives of the potential, including the field gradient, then agree as well.

\emph{Proof of (b).} If $f=\lambda r^L$, the integral below $r_{\rm in}$ is $\lambda$ times the fixed moment. If $f$ is not proportional to $r^L$, there is a closed interval inside $(0,r_{\rm in})$ on which it is not. Choose a smooth function $b(r)$, positive inside this interval and zero outside it, and set
\begin{equation}
h=b\,(f-\lambda r^L),\qquad
\lambda=\frac{\int b\,r^Lf\,dr}{\int b\,r^{2L}\,dr}.
\end{equation}
If $f$ is not smooth, this $h$ is merely continuous; a sufficiently close smooth approximation, corrected to zero moment, serves equally well. The choice of $\lambda$ gives $\int r^Lh\,dr=0$, so $\hat Q^L+th$ is admissible for every real $t$. Yet
\begin{equation}
\int hf\,dr=\int b\,(f-\lambda r^L)f\,dr=\int b\,(f-\lambda r^L)^2\,dr>0,
\end{equation}
where the second equality subtracts $\lambda\int r^Lh\,dr=0$. By varying $t$, the integral can be given any value. The case $L=2$, $f=r^{-3}$ is the field gradient. The dipolar hyperfine field has the same kernel, with the spin density in place of the density.

\emph{Proof of (c).} With $x=r/r_{\rm in}$, add to $\hat Q^0$ a multiple $t$ of
\begin{equation}
h=r^2(1-x^2)^2(1-3x^2)\quad(r<r_{\rm in}),
\end{equation}
and zero beyond. Its value and slope vanish at $r_{\rm in}$. Its charge is proportional to
\begin{equation}
\int_0^1x^2(1-x^2)^2dx-3\int_0^1x^4(1-x^2)^2dx=\frac{8}{105}-3\cdot\frac{8}{315}=0 ,
\end{equation}
but the density at the nucleus changes by $t/4\pi$. This completes the proof.

Satisfying (\ref{moment}) exactly therefore does not fix the nuclear values; each of them would have to be imposed on $\hat Q^L$ as a separate condition. The information was discarded when $Q$ was replaced.

\section{Making the inner radius small}

In the last row of the table, at $r_{\rm in}=0.05$ bohr, the contact density has reached $70\%$ of its true value and the $r^{-3}$ integral agrees with the all-electron one to three decimals. The contact error can be estimated. Near the nucleus the radial equation gives $u''\simeq-2Zu/r$, so $u\simeq u'(0)(r-Zr^2)$ and
\begin{equation}
u^2\simeq u'(0)^2\left(r^2-2Zr^3\right).
\end{equation}
The fit (\ref{hat}) for $L=0$ reproduces the $r^2$ term but contains no $r^3$. Fitting $x^3$ by $a_0x^2+a_1x^4+a_2x^6$ requires
\begin{equation}
a_0+a_1+a_2=1,\quad 2a_0+4a_1+6a_2=3,\quad
\frac{a_0}{3}+\frac{a_1}{5}+\frac{a_2}{7}=\frac14 .
\end{equation}
The first two give $a_0=\tfrac12+a_2$ and $a_1=\tfrac12-2a_2$. The third then gives $a_2=-7/32$, so $a_0=9/32$. Since $r^3=r_{\rm in}^3x^3$ and the coefficient of $r^2$ is needed, the false contribution is $-2Zr_{\rm in}\,a_0$ relative to the true value:
\begin{equation}
\frac{n_{\rm aug}(0)}{n(0)}\simeq1-\frac{9}{16}Zr_{\rm in}.
\end{equation}
For $Zr_{\rm in}=11\times0.05=0.55$ this is $0.69$; the computed ratio is $0.70$. This leading-order estimate holds for small $Zr_{\rm in}$. With the fit (\ref{hat}), an accurate contact density needs $r_{\rm in}\ll1/Z$, which gives up the smoothness that was the purpose of the replacement.

\section{Reconstruction}

The remedy is to use the partial waves themselves. Assume that inside the sphere $\tilde\psi=\sum_ic_i\tilde\phi_i$ and $\psi=\sum_ic_i\phi_i$ with the same coefficients, and that $\psi=\tilde\psi$ outside. For a local operator $O$, split the integral at $r_c$, then add and subtract the smooth inner part:
\begin{equation}
\langle\psi|O|\psi\rangle=\langle\tilde\psi|O|\tilde\psi\rangle
+\sum_{ij}\rho_{ij}\left(\langle\phi_i|O|\phi_j\rangle-\langle\tilde\phi_i|O|\tilde\phi_j\rangle\right).
\label{recon}
\end{equation}
The bracket is the integral of the unsmoothed $Q_{ij}$ with $O$. An augmented density with unsmoothed $Q$ is thus already reconstructed, provided the $\phi_i$ are true all-electron waves. If they were themselves smoothed near the nucleus, the information is missing there too.

For the $3s$ contact density, (\ref{recon}) gives $0.008+1.632=1.640$ bohr$^{-3}$, within $0.1\%$ of the all-electron value. For $3p$ it gives $\langle r^{-3}\rangle=0.984$ bohr$^{-3}$, within $0.2\%$. The assumption of common coefficients is exact when the energy of the state equals one of the reference energies and approximate otherwise. The residual error depends on the choice of partial waves: a spacing of $0.5$ instead of $0.2$ hartree raises it to $0.2\%$ for $3s$ and $0.6\%$ for $3p$, and adding a third partial wave does not always lower it. The augmented $3p$ value at $r_{\rm in}=0.05$ bohr lies closer to the all-electron number than the reconstruction does. This is a cancellation: as $r_{\rm in}\to0$ the augmented value tends to the reconstructed $0.984$, not to $0.982$.

In a molecule or solid with non-overlapping spheres, part (a) allows the augmentation charges of other sites to remain smoothed. If $G_A$ denotes the electronic field gradient at nucleus $A$, a linear functional of the density, then
\begin{equation}
G_A=G_A[n_{\rm aug}]+G_A\Big[\sum_{ij}\rho^A_{ij}\,(Q^A_{ij}-\hat Q^A_{ij})\Big].
\end{equation}
The correction removes the smoothed charge of site $A$ and inserts the true one. Leaving out the subtraction would count the own-site augmentation twice. The other nuclei and their cores must be added to obtain the total gradient.

Reconstruction restores the valence contribution within the frozen-core, nonrelativistic description used here. Spin polarization of core $s$ states adds to the contact field, distortion of the core adds to the field gradient, and heavy nuclei need relativistic operators. The numerical check covers the one-electron model, not these further effects.

\section*{Table of computed values}
\begin{verbatim}
Model: Z = 11, screening a = 2.0 bohr^-1, r_c = 2.2 bohr
Confinement coefficient w = 0.02 hartree/bohr^2
Separation of the two reference energies = 0.2 hartree
3s free-atom energy = -0.22331 hartree
3s compressed energy, all-electron = -0.18181 hartree
3s compressed energy, ultrasoft    = -0.18181 hartree
3s density at nucleus, all-electron  = 1.63890 bohr^-3
3s density at nucleus, smooth wave   = 0.00833 bohr^-3
3s density at nucleus, reconstructed = 1.64008 bohr^-3
  augmented, r_in = 1.60 bohr: 0.00106 bohr^-3, ratio to all-electron 0.0006
  augmented, r_in = 1.20 bohr: 0.01329 bohr^-3, ratio to all-electron 0.0081
  augmented, r_in = 0.80 bohr: 0.04101 bohr^-3, ratio to all-electron 0.0250
  augmented, r_in = 0.05 bohr: 1.14822 bohr^-3, ratio to all-electron 0.7006
3p free-atom energy = -0.12568 hartree
3p compressed energy, all-electron = -0.04223 hartree
3p compressed energy, ultrasoft    = -0.04223 hartree
3p <r^-3>, all-electron  = 0.98231 bohr^-3
3p <r^-3>, smooth wave   = 0.08065 bohr^-3
3p <r^-3>, reconstructed = 0.98424 bohr^-3
Outside point on z axis: R = 5.0 bohr; 3p sphere charge only
  all-electron: potential -0.036992, V_zz -0.003656 a.u.
  smooth only:  potential -0.037335, V_zz -0.003708 a.u.
  all-electron sphere r^2 moment = 0.54385 bohr^2
  augmented, r_in = 1.60 bohr: <r^-3> 0.06374 bohr^-3, ratio 0.0649
    potential -0.036992, V_zz -0.003655 a.u., r^2 moment 0.54379 bohr^2
  augmented, r_in = 1.20 bohr: <r^-3> 0.06972 bohr^-3, ratio 0.0710
    potential -0.036992, V_zz -0.003655 a.u., r^2 moment 0.54379 bohr^2
  augmented, r_in = 0.80 bohr: <r^-3> 0.17793 bohr^-3, ratio 0.1811
    potential -0.036992, V_zz -0.003655 a.u., r^2 moment 0.54379 bohr^2
  augmented, r_in = 0.05 bohr: <r^-3> 0.98237 bohr^-3, ratio 1.0001
    potential -0.036992, V_zz -0.003655 a.u., r^2 moment 0.54379 bohr^2
V_zz at the own nucleus from one 3p_z electron:
  all-electron: -0.78585 a.u. = -7.6364e+21 V/m^2
  reconstructed: -0.78739 a.u. = -7.6514e+21 V/m^2
  augmented, r_in = 1.2 bohr: -0.05578 a.u. = -5.4202e+20 V/m^2
\end{verbatim}
